The Feynman polaron in two and three dimensions: a scaling relation, part 1

(Sections cited here and not found follow in the second part.)

**First half: from the electron and its phonons to a variational bound**

An electron in a polar crystal attracts the positive ions and repels the negative ones, and the polarization it creates acts back on it. The electron together with this cloud of lattice distortion is a polaron. The problem below asks how Feynman's variational energy of a polaron confined to a plane is related to that of a polaron free in the bulk.

The model is Froehlich's. One electron has an isotropic parabolic band of mass m. All longitudinal optical phonons have the same frequency ω, and the coupling is linear in the ionic displacement. The temperature is zero. Rydberg units would carry m and ω through every line, so the derivation uses polaron units, ħ = m = ω = 1. Energies are then in units of ħω and lengths in units of ℓ = √(ħ/mω). The Hamiltonian is

H = p²/2 + Σ_k b_k†b_k + Σ_k (V_k e^{ik·x} b_k + V_k* e^{−ik·x} b_k†).

The zero-point energy of the phonons is left out. In three dimensions, with crystal volume Ω,

|V_k|² = 2√2 π α/(Ω k²),

where α is the dimensionless coupling constant. The two-dimensional electron moves in a plane of zero thickness, z = 0, inside the same crystal, and couples to the same bulk phonons. The number of dimensions of the electron's motion is n, equal to 2 or 3.

**(a) Find the interaction Σ_k |V_k|² e^{ik·r} in real space, relate α to the dielectric constants, and find the coupling of the planar electron.**

*Solution.* The Fourier representation of the Coulomb potential is

∫ d³k/(2π)³ (4π/k²) e^{ik·r} = 1/r.

Since 2√2 πα = (α/√2)·4π, replacing Σ_k by Ω∫d³k/(2π)³ gives

Σ_k |V_k|² e^{ik·r} = α/(√2 r).

To see what α means, hold the electron's density ρ(r) fixed and let the lattice relax. With ρ_k = ∫ρ e^{ik·r} d³r, the phonon part of H becomes, after completing the square,

Σ_k [(b_k† + V_kρ_k)(b_k + V_k*ρ_k*) − |V_k|²|ρ_k|²].

The first product is never negative, and it vanishes in the displaced vacuum. The energy gained by relaxation is therefore

Σ_k |V_k|²|ρ_k|² = (α/√2) ∬ ρ(r)ρ(r′)/|r−r′| d³r d³r′.

Electrostatics gives the same energy in another way. Write q² = e²/(4πε₀). A static charge density has the energy ½∬q²ρρ′/(ε∞|r−r′|) when the ions are clamped, and the same expression with the static constant ε_s when they have relaxed. The gain is ½q²(1/ε∞ − 1/ε_s)∬ρρ′/|r−r′|. Comparing the coefficients, with energy in units of ħω and length in units of ℓ,

α/√2 = q²(1/ε∞ − 1/ε_s)/(2ħωℓ).

Inserting ℓ = √(ħ/mω) gives

α = (q²/ħ) √(m/(2ħω)) (1/ε∞ − 1/ε_s).

The Rydberg energy is Ry = m_e q⁴/(2ħ²), so q²/ħ = √(2Ry/m_e), and

α = (1/ε∞ − 1/ε_s) √[(m/m_e)(Ry/ħω)].

For the planar electron the phase is e^{ik·x} with x in the plane, so k_z drops out of it. All phonons with the same in-plane wave vector k then act together, and their squared couplings add. With Ω = A L_z and Σ over k_z → (L_z/2π)∫dk_z,

|V_k|²(2D) = (L_z/2π) ∫ dk_z 2√2 πα/[A L_z (k² + k_z²)]
= (√2 α/A) ∫ dk_z/(k² + k_z²)
= (√2 α/A)(π/k)
= √2 πα/(A k).

The sum over all three components of the wave vector is the same sum as before, with r now lying in the plane. Hence Σ_k |V_k|² e^{ik·r} = α/(√2 r) in both cases, with one and the same α. Confinement changes the space in which the electron moves and leaves the law of interaction as it was.

**(b) Eliminate the phonons and obtain the action of the electron alone.**

*Solution.* Work in imaginary time t from 0 to β, and consider the amplitude for the electron to return to the origin with no phonons present at either end:

Z = ⟨x=0, vacuum| e^{−βH} |x=0, vacuum⟩.

For large β the lowest energy E dominates. A free centre of motion adds powers of β, which disappear from the limit

E = −lim_{β→∞} (ln Z)/β.

Write Z as an integral over electron paths x(t). For a given path each phonon mode is an oscillator with a prescribed linear drive:

h(t) = b†b + f(t) b + f*(t) b†, with f(t) = V_k e^{ik·x(t)}.

Starting from the vacuum, try the state ψ(t) = c(t) e^{g(t)b†}|0⟩. On this state b acts as multiplication by g, and b†b acts as g b†. The equation dψ/dt = −hψ becomes

ċ/c + ġ b† = −g b† − f g − f* b†.

The terms with b† and those without it must balance separately:

ġ = −g − f*, and ċ/c = −f g.

With g(0) = 0 the first equation gives

g(t) = −∫₀^t ds e^{−(t−s)} f*(s).

Inserting this in the second, and using c(0) = 1,

c(β) = exp[∫₀^β dt ∫₀^t ds f(t) f*(s) e^{−(t−s)}].

The overlap of ψ(β) with the vacuum is c(β), because every other term of the exponential contains phonons. Here f(t)f*(s) = |V_k|² e^{ik·(x_t−x_s)}. The modes are independent for a given path, so their factors multiply and their exponents add. By part (a) the sum is

∫₀^β dt ∫₀^t ds e^{−(t−s)} α/(√2|x_t−x_s|).

The integrand is symmetric in t and s, so this is half the integral over the full square. Together with the kinetic term of the electron,

Z = ∫Dx e^S,

S = −½∫ẋ² dt + (α/2√2) ∬ dt ds e^{−|t−s|}/|x_t−x_s|.

The electron is attracted to its own earlier positions, and the lattice keeps the memory for a time of order 1/ω. The action has the same form for n = 2 and n = 3. The number of components of x is the one difference.

**(c) The path integral with 1/|x_t−x_s| cannot be done in closed form. Replace the lattice by a single particle of mass M at position y, tied to the electron by a spring. Eliminate y, and find the resulting action S₀ and its energy E₀.**

*Solution.* Let the spring constant be Mw², so that w is the frequency of the second particle when the electron is held still. The terms containing y are, per component,

P²/(2M) + ½Mw²(x−y)² = P²/(2M) + ½Mw²y² − Mw²xy + ½Mw²x².

The first two terms are an oscillator of frequency w. With y = (a + a†)/√(2Mw), the third is a linear drive with

f(t) = −Mw² x(t)/√(2Mw), so that f(t)f(s) = ½Mw³ x_t x_s.

The calculation of part (b) applies, with e^{−(t−s)} replaced by e^{−w(t−s)}. There is also a factor e^{−wβ/2} from the zero-point energy, which is now kept. The exponent produced by the drive is

½Mw³ ∫₀^β dt ∫₀^t ds x_t x_s e^{−w(t−s)}.

Use x_t x_s = ½(x_t² + x_s²) − ½(x_t−x_s)². The part with squares of single positions is

¼Mw³ ∬_{all t,s} x_t² e^{−w|t−s|} = ¼Mw³ (2/w) ∫x_t² dt = ½Mw² ∫x_t² dt,

apart from contributions from the two ends of the path, which do not grow with β. It cancels the term −½Mw²∫x²dt from the spring, as it must, since the spring energy depends on x − y and cannot single out a place in space. What remains is

−¼Mw³ ∫₀^β dt ∫₀^t ds (x_t−x_s)² e^{−w(t−s)} = −⅛Mw³ ∬ dt ds (x_t−x_s)² e^{−w|t−s|}.

Summing over components and writing the prefactor as C/2,

S₀ = −½∫ẋ² dt − (C/2) ∬ dt ds |x_t−x_s|² e^{−w|t−s|}, with C = Mw³/4.

The pair has a second natural frequency. Its reduced mass is μ = M/(1+M), and the relative motion has the frequency v given by

v² = Mw²/μ = w²(1+M).

Hence Mw² = v² − w², and

C = w(v² − w²)/4.

From here on v and w, with v ≥ w > 0, replace M and the spring constant.

The lowest energy of the pair is nv/2, since the centre of mass is at rest and the relative motion has n components. The amplitude of the pair is e^{−nwβ/2}∫Dx e^{S₀}, where the prefactor is the zero-point factor found above. Therefore ∫Dx e^{S₀} behaves as e^{−(nv/2 − nw/2)β}, and

E₀ = n(v−w)/2.

When v = w the mass M is zero, the electron is free, and E₀ = 0.

**(d) Use S₀ to obtain an upper bound on the polaron energy.**

*Solution.* Let ⟨…⟩ be the average over paths with weight e^{S₀}, and let Z₀ = ∫Dx e^{S₀}. Then

Z = Z₀ ⟨e^{S−S₀}⟩.

The exponential curve lies above each of its tangents, so for any real X

e^X ≥ e^{⟨X⟩} [1 + (X − ⟨X⟩)].

Averaging removes the last term and gives ⟨e^X⟩ ≥ e^{⟨X⟩}. The step needs a positive weight and a real X, and both hold because S and S₀ are real in imaginary time. With X = S − S₀,

E ≤ E₀ − lim_{β→∞} ⟨S−S₀⟩/β.

The kinetic terms cancel in S − S₀, which leaves

S − S₀ = (α/2√2) ∬ e^{−|t−s|}/|x_t−x_s| + (C/2) ∬ |x_t−x_s|² e^{−w|t−s|}.

Far from the ends the averages depend on τ = |t−s| alone. Each double integral then becomes 2β∫₀^∞dτ, where the factor 2 counts the two orders of t and s. If r is the displacement of the electron during the time τ,

E ≤ F_n = E₀ − C ∫₀^∞ dτ e^{−wτ} ⟨r²⟩ − (α/√2) ∫₀^∞ dτ e^{−τ} ⟨1/r⟩.

The second term removes the spring attraction that was built into E₀, and the third puts the true attraction in its place.

**(e) Find the distribution of the displacement r during the time τ.**

*Solution.* The trial action is quadratic, so each component of r is Gaussian with mean zero. The components are independent and have a common variance D(τ). To find D, separate the motion of the pair into the centre of mass R and the relative coordinate u = x − y. For one component,

x = R + [M/(1+M)] u.

The centre of mass is a free particle of mass 1+M. Its imaginary-time propagator is proportional to exp[−(1+M)d²/(2τ)] for a displacement d, so the variance is τ/(1+M). Fixing the ends of the path changes this by a fraction τ/β, which vanishes for long paths.

The relative coordinate is an oscillator in its ground state. The operator u connects the ground state to the first excited state alone, with squared matrix element 1/(2μv), so

⟨u(τ)u(0)⟩ = e^{−vτ}/(2μv),

⟨[u(τ)−u(0)]²⟩ = 2⟨u²⟩ − 2⟨u(τ)u(0)⟩ = (1 − e^{−vτ})/(μv).

The two motions are independent, so their variances add:

D = τ/(1+M) + [M/(1+M)]² (1 − e^{−vτ})/(μv).

Since μ = M/(1+M), the second prefactor is M/[(1+M)v]. From v² = w²(1+M) one has 1/(1+M) = w²/v² and M/(1+M) = (v²−w²)/v². Thus

D(τ) = (w²/v²) τ + [(v²−w²)/v³] (1 − e^{−vτ}).

For short times 1 − e^{−vτ} ≈ vτ and D ≈ τ, so the electron moves with its bare mass before the spring can act. For long times D grows as (w²/v²)τ, which is the spread of a particle of mass v²/w² = 1+M that drags its partner along. The variance D does not contain n, because each component obeys the same equations whatever the number of the others.

**Second half: the relation between two and three dimensions, and its limits**

The second half uses the following symbols and results. Energies are in units of ħω, α is the coupling constant, and n is the dimension of the electron's motion. The trial action has frequencies v ≥ w > 0, the strength C = w(v²−w²)/4 and the energy E₀ = n(v−w)/2. During an imaginary time τ each component of the electron's displacement r is Gaussian with variance

D(τ) = (w²/v²)τ + [(v²−w²)/v³](1 − e^{−vτ}).

The polaron energy obeys E ≤ F_n, where

F_n = E₀ − C∫₀^∞dτ e^{−wτ}⟨r²⟩ − (α/√2)∫₀^∞dτ e^{−τ}⟨1/r⟩.

The squared couplings are 2√2πα/(Ωk²) in the bulk and √2πα/(Ak) in the plane, and in both cases Σ_k|V_k|²e^{ik·r} = α/(√2 r).

**(f) Evaluate the part of F_n that does not contain α.**

*Solution.* The n components contribute equally, so ⟨r²⟩ = nD. Two elementary integrals are needed:

∫₀^∞ τ e^{−wτ} dτ = 1/w²,

∫₀^∞ (1 − e^{−vτ}) e^{−wτ} dτ = 1/w − 1/(v+w) = v/[w(v+w)].

With them,

∫₀^∞ D e^{−wτ} dτ = (w²/v²)(1/w²) + [(v²−w²)/v³]·v/[w(v+w)]
= 1/v² + (v−w)/(v²w)
= 1/(vw).

The second line uses v² − w² = (v−w)(v+w), and the third puts both terms over v²w, where the numerator is w + v − w = v. Multiplying by nC,

nC/(vw) = n(v²−w²)/(4v).

The part without α is therefore

n(v−w)/2 − n(v²−w²)/(4v) = [n(v−w)/(4v)] [2v − (v+w)] = n(v−w)²/(4v).

At α = 0 the true energy is zero, so this is the amount by which the bound then lies too high. It is never negative, it vanishes for a free electron, and it is proportional to n.

**(g) Evaluate the attraction for n = 3 and for n = 2.**

*Solution.* For a Gaussian displacement ⟨e^{ik·r}⟩ = e^{−k²D/2}. The average of the interaction is therefore

⟨α/(√2 r)⟩ = Σ_k |V_k|² e^{−k²D/2}.

In three dimensions the sum becomes an integral over spherical shells:

∫₀^∞ [4πk²dk/(2π)³] (2√2πα/k²) e^{−k²D/2} = (√2α/π) ∫₀^∞ dk e^{−k²D/2}.

In two dimensions it runs over rings:

∫₀^∞ [2πk dk/(2π)²] (√2πα/k) e^{−k²D/2} = (α/√2) ∫₀^∞ dk e^{−k²D/2}.

In each case the growth of the shell or ring with k cancels the fall of the squared coupling, and the same integral is left. Its value is √(π/2D), so

n = 3: ⟨α/(√2 r)⟩ = α/√(πD),

n = 2: ⟨α/(√2 r)⟩ = (√π/2) α/√D.

The second is larger than the first by the factor π/2 ≈ 1.5708. The reason is geometric. When each component has the same spread, a displacement with two components is on average shorter than one with three, and its mean inverse length is greater. A planar electron stays closer to the polarization it has left behind.

Define

I(v,w) = ∫₀^∞ dτ e^{−τ}/√D(τ).

The two variational energies are then

F₃(α; v,w) = 3(v−w)²/(4v) − (α/√π) I(v,w),

F₂(α; v,w) = (v−w)²/(2v) − (√π/2) α I(v,w).

The variational energies F₂ and F₃ of the planar and bulk polarons are now known, and both contain the same integral I(v,w). It remains to find whether a rescaling turns one into the other, whether the true energies obey the same relation, and how well the ideal plane describes a real quantum well.
